Self-trapping in the adiabatic Holstein model: why the starting distortion matters

A self-consistent calculation for one carrier on 216 lattice sites converges after a single diagonalization, with no residual error to speak of, at an energy of −0.605 eV. The same equations with the same parameters, started from another lattice distortion, converge after seven diagonalizations at −1.128 eV. The first answer solves the equations and still lies 0.52 eV too high. The task is to find out why the first run stopped where it did, and to build a scheme that does not stop there.

**The model and its energy**

The lattice is simple cubic with L sites along each edge, N = L³ sites in all, L ≥ 3, and periodic boundaries. A single carrier has real amplitudes ψ_i with Σψ_i² = 1 and density n_i = ψ_i². It hops between nearest neighbours: the matrix T has the element −t, with t > 0, for each neighbouring pair. Each site carries one distortion x_i, a classical variable with spring constant K, which lowers the site energy by g x_i. The adiabatic assumption is that the carrier stays in its lowest state for the given distortions and that the kinetic energy of the lattice is dropped.

It is convenient to measure a distortion by the well it makes, v_i = g x_i, and to define E_p = g²/(2K). The elastic energy becomes

½K x_i² = K v_i²/(2g²) = v_i²/(4E_p),

so the energy as a function of both sets of variables is

F(ψ,v) = ⟨ψ|T|ψ⟩ − Σ v_i n_i + Σ v_i²/(4E_p).

Completing the square in v gives

F(ψ,v) = ⟨ψ|T|ψ⟩ − E_p Σ n_i² + Σ (v_i − 2E_p n_i)²/(4E_p).

At fixed density the best wells are therefore v_i = 2E_p n_i, and the energy left is

E = ⟨ψ|T|ψ⟩ − E_p Σ n_i².

The first term favours spreading and the second favours concentration. A carrier held on one site has n = 1 there and gains E_p, which gives this parameter its meaning.

At fixed v, the best ψ is the lowest eigenvector of T − diag v, with eigenvalue ε₀. At self-consistency ε₀ = ⟨ψ|T|ψ⟩ − 2E_p Σn_i², hence

E = ε₀ + E_p Σ n_i².

The last term is the elastic energy, which the eigenvalue leaves out.

The example has t = 0.10 eV, E_p = 1.10 eV and L = 6. These are rounded values in the rough regime of a hole in gallium oxide. All energies are those of the hole, whose band has its minimum at −6t = −0.60 eV.

**The naive scheme and its false success**

The obvious procedure is to guess a density, set v_i = 2E_p n_i, diagonalize, take the new density, and repeat. With no prior knowledge the natural guess is n_i = 1/N. All wells then equal 2E_p/N, a constant that shifts the levels and leaves the lowest eigenvector uniform. The output density equals the input, the residual vanishes, and the run ends with

E = −6t − E_p/N = −0.6000 − 0.0051 = −0.6051 eV.

The convergence criterion was met because symmetry left the iteration nothing to correct. A small residual shows that the energy is stationary, and says nothing about whether it is lowest.

**First repair: add noise**

If symmetry were the whole difficulty, a random disturbance would cure it. Take a density wave of small relative amplitude δ and wavevector k ≠ 0. The wells change by

δv_i = (2E_p δ/N) cos(k·R_i).

The perturbation of the Hamiltonian is −δv. Acting on the uniform state 1/√N, it produces a cosine, which is itself an eigenvector of T at energy e_k above the minimum. First-order perturbation theory then gives

ψ_i = (1/√N) [1 + (2E_p δ/(N e_k)) cos(k·R_i)].

Squaring to first order doubles the coefficient:

n_i = (1/N) [1 + (4E_p/(N e_k)) δ cos(k·R_i)].

Each step multiplies the wave by 4E_p/(N e_k). The largest factor belongs to the longest wave, with e₁ = 2t[1 − cos(2π/L)], which is 0.100 eV for L = 6. The factor is 4 × 1.10/(216 × 0.100) = 0.204, and a measured step gives the same value. The longest waves in the noise shrink about fivefold per iteration, and all others shrink faster. A run started from site densities drawn at random between 0 and 1, then normalized, duly returned to −0.6051 eV.

The uniform state becomes unstable only when the factor exceeds one, that is for

E_p > N e₁/4.

In this cell the threshold is 5.40 eV, far above 1.10 eV. For large L, e₁ ≈ 4π²t/L², so the threshold grows as π²tL in three dimensions: with a coupling confined to the carrier's own site, a larger cell protects the wrong answer better against weak density waves. A long-range polar coupling reverses this trend, as shown in the last section. In a chain, where N = L, the same expression falls as 1/L, and noise would eventually succeed. A test with L = 4 and t = 1, where the threshold is 32, shows both sides. With 0.1% noise, E_p at 0.9 of the threshold led back to a largest density of 0.0156 = 1/64, while 1.1 times the threshold led to a localized density of 0.9988.

**Second repair: change the mixing**

One may instead alter the update, taking a fraction or a multiple β of the full step:

v' = v + β r, with r_i = 2E_p n_i − v_i.

Let W(v) be F with ψ the lowest state for v. Keep that ψ while v moves. The quantity v − 2E_p n equals −r before the step and −(1 − β)r after it, so the completed square gives

F(ψ,v') − F(ψ,v) = [(1 − β)² − 1] Σr_i²/(4E_p) = −β(2 − β) Σr_i²/(4E_p).

Diagonalizing again can only lower the energy further, so

W(v) − W(v') ≥ β(2 − β) Σr_i²/(4E_p).

For 0 < β < 2 the energy falls at every step until the residual is zero. It cannot fall for ever, since F ≥ −6t − E_p, and so the residual must tend to zero. This is a strong guarantee of stationarity, and it offers no way out of a local minimum: the bound holds for every smaller step too, so W stays below its present value all along the line from v to v', and a run lying in a basin whose rim is higher than its present energy cannot leave, whatever β between 0 and 2 is chosen.

That the uniform state is such a minimum follows from the curvature of W. Its slope is ∂W/∂v_i = v_i/(2E_p) − n_i, so its second derivative, multiplied by 2E_p, is

D = 1 − 2E_p χ, with χ_ij = ∂n_i/∂v_j = 2 Σ_m ψ_0i ψ_mi ψ_0j ψ_mj/(ε_m − ε₀),

where m runs over the excited states. An undistorted spring without a carrier has D = 1. For the uniform state the lowest eigenvalue of D is 1 − 0.204 = 0.796, which is positive. Close to a solution the residual is multiplied by 1 − βD per step, so the eigenvalues of D give both the stability and the speed of convergence.

**Third repair: start from a local distortion**

The remaining choice is the starting point. The energy −E_p Σn_i² rewards concentration, so put a well of depth 2E_p = 2.20 eV on one site and none elsewhere. The first diagonalization gives W = −1.12744 eV, and the run settles at −1.12765 eV. The first drop is 2.10 × 10⁻⁴ eV. The guaranteed minimum for β = 1 is (0.0299)²/4.40 = 2.03 × 10⁻⁴ eV, so nearly all the gain comes from adjusting the wells.

The final state has density 0.987 on the central site and 0.0021 on each of its six neighbours. Its energy adds up as

E = ε₀ + E_p Σn_i² = −2.1992 + 1.0715 = −1.1277 eV.

The lowest eigenvalue of D is 0.969, so this is also a local minimum, and the residual should be multiplied by about 1 − 0.969 = 0.031 per step. The later residuals, 9.11 × 10⁻⁴, 2.83 × 10⁻⁵ and 8.83 × 10⁻⁷ eV, do so.

A local seed has to be deep enough. Consider one well of depth U at site 0 of an infinite lattice. The eigenvalue equation (T − ε)ψ = Uψ_0 on site 0, solved with the plane waves of T, gives

1 = U ⟨1/(e_k − 6t − ε)⟩,

where the brackets average over all k. For a bound state ε < −6t, and the average is largest as ε approaches −6t, where it equals 0.2527/t, the Watson integral of the cubic lattice. Binding therefore requires

U > t/0.2527 = 3.96t = 0.396 eV.

Bisection in the cell of 216 sites places the smallest successful seed between 0.417 and 0.419 eV. The two numbers need not coincide, because the cell is finite and because the bound density must also be large enough to deepen its own well. The binding depth nevertheless sets the scale. It also shows why the random density failed: its wells were at most about twice the mean, and the mean only shifts the levels, so they stood out by at most about 2.20/216 ≈ 0.01 eV, some forty times too shallow for one of them to bind the carrier.

**What the localized energy should be**

For E_p ≫ t the answer can be derived without iteration. Measure energy in units of E_p and let τ = t/E_p. Let a be the amplitude on each of the six neighbours and b_j the amplitude on site j of the next shell, which touches m_j of those neighbours. There are 6 sites with m = 1, straight ahead, and 12 with m = 2, on the diagonals. With S = Σb_j², normalization gives ψ_0² = 1 − 6a² − S. Since a is of order τ and b of order τ², to fourth order

ψ_0⁴ = 1 − 12a² − 2S + 36a⁴ and ψ_0 = 1 − 3a² in the hopping term.

Each bond contributes −2τ times the product of its amplitudes, so

E/E_p = −12τa(1 − 3a²) − 2τa Σm_j b_j − ψ_0⁴ − 6a⁴
= −1 + 12a² − 12τa + 2S − 2τa Σm_j b_j + 36τa³ − 42a⁴.

Minimizing over b_j gives 4b_j = 2τa m_j, or b_j = τa m_j/2. The b terms then sum to −½τ²a² Σm_j², and Σm_j² = 6 + 12 × 4 = 54 makes this −27τ²a². The leading terms 12a² − 12τa are lowest at a = τ/2, where they equal −3τ². Corrections to a are of order τ³ and affect the energy only at order τ⁶. The fourth-order terms are

(36/8 − 42/16 − 27/4) τ⁴ = −(39/8) τ⁴.

Hence, for strong coupling,

E = −E_p − 3t²/E_p − (39/8) t⁴/E_p³ + …

With the example's values this is −1.10000 − 0.02727 − 0.00037 = −1.12764 eV, within 0.00002 eV of the iteration. The counting needs L ≥ 5. For L = 4, the two straight-ahead sites on each axis coincide, which raises Σm_j² by 6 and lowers the energy by 0.75t⁴/E_p³ = 0.00006 eV. The computed energies for L = 4 and L = 6 differ by that amount, and those for L = 6 and L = 8 by about 1 × 10⁻⁷ eV. The trapped state is converged in cell size.

**Fourth repair: compare total energies**

A local seed alone would fail in the opposite direction at smaller coupling. Equating the series with the uniform energy puts the crossing at E_p/t = 5.44, and the full iteration in this cell also gives 5.44. Below it, at E_p/t = 4.5, a full-depth seed still converges to a localized state with central density 0.885, but its energy is −5.24t against −6.02t for the uniform one. It is metastable. At E_p/t = 3.0 the same seed relaxes to the uniform state. The claim that a uniform start misses a lower solution thus holds above the crossing.

The comparison must use E and not the eigenvalue. At E_p/t = 4.5 the central site alone makes Σn_i² at least 0.885² = 0.783, so the trapped eigenvalue is below −5.24t − 4.5 × 0.783t = −8.76t. The uniform eigenvalue is −6t − 2E_p/N = −6.04t. Ranking by eigenvalue would choose the wrong state, because the cost of distorting the lattice is missing from it.

The scheme that survives these failures is:

1. Prepare several seeds: the uniform density, and one-site wells with depths up to 2E_p.
2. For each seed, diagonalize T − diag v, form r = 2E_p n − v, and update v by βr with 0 < β < 2 until r is negligible.
3. Compute E = ε₀ + E_p Σn_i² for each result.
4. Find the lowest eigenvalue of D. If it is negative, displace v along its eigenvector and continue.
5. Keep the lowest energy, and repeat with a larger cell.

The scheme ranks the minima of a given energy expression and cannot correct that expression: in a density-functional calculation, self-interaction error can raise or remove the trapped state whatever the seed. Nor does the scheme prove that the global minimum has been found. As further evidence, E was minimized directly over ψ from ten random wave functions. The lowest result was again −1.12765 eV, and none was lower.

**The numbers beside a real oxide**

Relative to the band minimum of an infinite lattice, the self-trapping energy is 1.1277 − 0.6000 = 0.528 eV, or 0.0194 hartree. For gallium oxide, electronic-structure calculations give a hole self-trapping energy of very roughly half an electronvolt. The agreement is no prediction, since t and E_p were chosen in that regime. The real valence band comes from several oxygen p orbitals in a low-symmetry crystal, not from one cubic band. The effect of that simplification is not estimated here. Of the assumptions examined below, three change the number by a large part of itself: a classical lattice, a harmonic lattice, and a coupling confined to the carrier's own site.

Quantum lattice motion mostly affects the free carrier. With phonon energy ħω, the coupling on each site is √(E_pħω)(b + b†), where b removes a phonon. A carrier at the band minimum can emit a phonon virtually and recoil to e_k, which in second order lowers its energy by

E_p ħω ⟨1/(e_k + ħω)⟩ = 0.141 eV for ħω = 0.07 eV.

The coupling is not weak, so this is an estimate of size. The trapped state gains only 0.001 eV from softened vibrations; its electronic gap of 1.60 eV is far above ħω, as the adiabatic assumption requires. Together these reduce the self-trapping energy to about 0.39 eV.

Anharmonicity acts the other way. Suppose the elastic energy of 1.07 eV is shared by three Ga–O bonds with the reduced mass of a Ga–O pair. Each then stretches by 0.022 nm. A Morse bond with a rough parameter of 15 nm⁻¹ is softer at that stretch, which lowers the trapped energy by 0.29 eV at fixed distortion. This is 55% of the self-trapping energy, and letting the bonds relax makes matters worse. The carrier pulls on each bond with a force k × 0.022 nm, where k is the bond stiffness, while a Morse bond with parameter a resists with at most k/(4a) = k × 0.017 nm. Under a constant pull the bond would stretch without limit. In a real crystal the pull changes with distance and other bonds resist, so this is no prediction of bond breaking. It shows that the harmonic model is used here beyond its safe range, and that its energy is a property of the model, not a value for the oxide.

Uneven hopping matters little for the trapped energy, though the values below double the density-wave factor of the uniform state in this cell, to 0.41, and lower the binding depth to 0.37 eV. Hoppings of 0.15, 0.10 and 0.05 eV along the three axes, with their sum and hence the band minimum held fixed, lower the trapped energy by 0.005 eV. Long-range polarization, with rough dielectric constants 3.5 and 10, a site spacing of 0.28 nm and E_p held fixed, lowers the trapped energy by only 0.022 eV once wells and density have adjusted (0.012 eV at fixed density, the value in the numerical output), because nearly all the charge sits on one site, whose own share is already in E_p. The free carrier gains more: adding the same long-range coupling to the second-order estimate above lowers its energy by a further 0.22 eV. The self-trapping energy would then be only about 0.19 eV, again as an estimate of size, since the total shift of 0.36 eV is about five phonon quanta and lies well beyond the range of second order. The long-range term also changes the stability of the uniform state. The factor per step becomes 2V(k)/(N e_k), where V(k) is 2E_p plus the lattice sum of the polar attraction. Because V(k) grows as 1/k², the factor rises in proportion to L at large L. With the values above and a periodic lattice sum it is 0.97, 1.27 and 1.57 for L = 6, 8 and 10, and for L = 8 and 10 a start with 0.1% noise localizes. The failure of noise is thus a property of the on-site coupling and does not carry over to large cells of a polar crystal; an exactly uniform start still stays uniform. Tunnelling between two equivalent sites splits their levels by only 4 × 10⁻⁸ eV with the local coupling alone, and by about 4 × 10⁻⁵ eV if the long-range part is included for neighbouring sites, so treating the carrier as resting on one site costs negligible energy.

Temperature can free the carrier. There are N equivalent trapped states, each lower by Δ = 0.528 eV, and N band states, so the ratio of free to trapped carriers is

⟨exp(−e_k/k_BT)⟩ exp(−Δ/k_BT),

if the free carrier is given an undistorted lattice and changes in lattice entropy are neglected. It is 4 × 10⁻¹² at 300 K and 5 × 10⁻⁵ at 1000 K. With Δ lowered to 0.19 eV, the second figure would rise to about 2 × 10⁻³. The lattice is not at rest, however. With the coupling √(E_pħω)(b + b†) used above, the wells of a lattice without a carrier fluctuate with the mean square E_pħω(2n̄ + 1), where n̄ = 1/[exp(ħω/k_BT) − 1] is the mean number of phonons per site. For ħω = 0.07 eV the root mean square is 0.30 eV at 300 K and 0.45 eV at 1000 K. At 300 K most of this is zero-point motion, which must not be read as a static disorder. At 1000 K most of it is thermal, and the total exceeds both t and the binding depth of 0.396 eV, so a carrier outside its trap would not find the undisturbed band assumed here. The ratios compare two idealized states and do not give the fraction of mobile carriers in the oxide. The remaining values are in the numerical output.

Calculated quantities

```
hopping t = 0.10 eV, relaxation energy Ep = 1.10 eV, Ep/t = 11.0
phonon energy = 0.07 eV, site spacing = 0.28 nm
cell: L = 6, N = 216 sites; lowest band excitation e1 = 0.100 eV
uniform start: E = -0.60509 eV after 1 diagonalization(s)
random-density start: E = -0.60509 eV after 12
localized start: E = -1.12765 eV after 7
  localized step 0: W = -1.12744450 eV, residual norm = 2.99e-02 eV
  localized step 1: W = -1.12765439 eV, residual norm = 9.11e-04 eV
  localized step 2: W = -1.12765458 eV, residual norm = 2.83e-05 eV
  localized step 3: W = -1.12765458 eV, residual norm = 8.83e-07 eV
  localized step 4: W = -1.12765458 eV, residual norm = 2.75e-08 eV
energy difference in the cell, uniform - trapped = 0.5226 eV
self-trapping energy from infinite band minimum = 0.5277 eV
  the same = 0.01939 hartree
central density = 0.9870, each neighbour = 0.00213
trapped eigenvalue = -2.1992 eV, elastic energy = 1.0715 eV
gap to next level in trapped well = 1.6018 eV
strong-coupling series energy = -1.12764 eV
direct minimization: localized start -1.12765 eV
  lowest of 10 random starts -1.12765 eV
density-wave gain: formula 0.20370, measured 0.20370
uniform state unstable above Ep = 5.40 eV in this cell
L=4 test, largest density: 0.0156 below threshold, 0.9988 above
lowest curvature (1 = bare): uniform 0.7963, trapped 0.9688
seed depth needed: between 0.4168 and 0.4189 eV
Watson integral = 0.25273; one-site binding depth = 0.3957 eV
  L = 4: uniform -0.61719 eV, trapped -1.127717 eV
  L = 6: uniform -0.60509 eV, trapped -1.127655 eV
  L = 8: uniform -0.60215 eV, trapped -1.127654 eV
crossover Ep/t = 5.4363; from series 5.4439
  Ep/t = 3.0: peak density 0.0046, E/t = -6.0139, uniform -6.0139
  Ep/t = 4.5: peak density 0.8851, E/t = -5.2414, uniform -6.0208
  Ep/t = 5.0: peak density 0.9179, E/t = -5.6499, uniform -6.0231
  Ep/t = 6.0: peak density 0.9495, E/t = -6.5264, uniform -6.0278
  Ep/t = 8.0: peak density 0.9741, E/t = -8.3853, uniform -6.0370
fourth-order coefficient measured at Ep/t = 40: -4.890
quantum lattice shift: free -0.1412 eV, trapped -0.0009 eV
two-site tunnelling splitting = 3.87e-08 eV
anisotropic hopping 0.15/0.10/0.05 eV: shift = -0.0046 eV
dielectric constants used: 3.5 and 10.0
long-range polarization shift = -0.0123 eV
Morse parameter = 15 1/nm, bonds = 3, stretch = 0.0216 nm
anharmonic shift at fixed distortion = -0.2902 eV
free/trapped carriers at 300 K = 4.25e-12
free/trapped carriers at 1000 K = 4.92e-05
```
